# Ten-electron counting for O, N, C and H on single-atom alloys: a program that tests the result

```python
"""Ten-electron count for an adsorbate on a single-atom-alloy dopant.

Result under test: five dopant d orbitals (level 0, N electrons) coupled to
M adsorbate orbitals (level e_a, n_a electrons) give M bonding, 5-M nonbonding
and M antibonding orbitals. The binding energy E_b(N) falls, is flat, and rises
once N + n_a exceeds 10. A unique optimum at ten needs the d levels of the
complex to lie an amount lam below the bare ones, 0 < lam < V^2/|e_a| (e_a < 0).
A host broadening gamma instead moves the optimum to 10*(1 - n_a/(2M)).
Energies in eV; E_b < 0 means binding; v_sig, v_pi are the d-adsorbate couplings.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

V_SIG, V_PI = -1.5, 0.8
GAMMA = 0.2            # half width of the dopant d resonance
U_CHARGE = 1.0         # charging energy of the d shell
D_DRIFT = 0.5          # fall of the d level per column
V_DROP = 0.05          # fractional fall of the coupling per column
STONER = 0.6           # exchange parameter
N_SP = 1.0             # dopant electrons outside the d shell
TEMPERATURE = 500.0
# name: (number of orbitals M, electrons n_a, level e_a)
ADSORBATES = {"O": (3, 4, -1.5), "N": (3, 3, -0.5),
              "C": (3, 2, 0.5), "H": (1, 1, -0.5)}


def coupling_matrix(m_orb, v_sig, v_pi, direction=(1.0, 2.0, 3.0)):
    """Couplings of five d orbitals (traceless tensors) to p or s orbitals."""
    n = np.array(direction) / np.linalg.norm(direction)
    tensors = []
    for i, j in ((0, 1), (1, 2), (0, 2)):
        q = np.zeros((3, 3))
        q[i, j] = q[j, i] = 1 / np.sqrt(2)
        tensors.append(q)
    tensors.append(np.diag([1.0, -1.0, 0.0]) / np.sqrt(2))
    tensors.append(np.diag([-1.0, -1.0, 2.0]) / np.sqrt(6))
    rows = []
    for q in tensors:
        along = n @ q @ n
        if m_orb == 1:
            rows.append([v_sig * np.sqrt(1.5) * along])
        else:
            rows.append(v_sig * np.sqrt(1.5) * along * n
                        + v_pi * np.sqrt(2) * (q @ n - along * n))
    return np.array(rows)


def complex_matrix(name, d_level=0.0, scale=1.0, v_pi=V_PI):
    m_orb, _, e_a = ADSORBATES[name]
    c = scale * coupling_matrix(m_orb, V_SIG, v_pi)
    return np.block([[d_level * np.eye(5), c], [c.T, e_a * np.eye(m_orb)]])


def occupations(size, charge):
    return np.clip(charge - 2.0 * np.arange(size), 0.0, 2.0)


def binding(name, n_d, d_complex=0.0, d_bare=0.0, scale=1.0):
    """Isolated dopant-adsorbate unit, by diagonalization."""
    _, n_a, e_a = ADSORBATES[name]
    lev = np.linalg.eigvalsh(complex_matrix(name, d_complex, scale))
    return occupations(len(lev), n_d + n_a) @ lev - n_a * e_a - n_d * d_bare


def d_population(name, n_d, d_level=0.0):
    lev, vec = np.linalg.eigh(complex_matrix(name, d_level))
    occ = occupations(len(lev), n_d + ADSORBATES[name][1])
    return occ @ np.sum(vec[:5] ** 2, axis=0), occ @ lev


def binding_charged(name, n_d):
    """Self-consistent binding energy with U (n_d - N)^2 / 2."""
    _, n_a, e_a = ADSORBATES[name]
    shift = 0.0
    for _ in range(300):
        pop, _ = d_population(name, n_d, shift)
        shift += 0.3 * (U_CHARGE * (pop - n_d) - shift)
    pop, band = d_population(name, n_d, shift)
    return band - shift * pop + 0.5 * U_CHARGE * (pop - n_d) ** 2 - n_a * e_a


def omega(z):
    """Grand potential per spin of resonances z = x - i g, host Fermi level 0."""
    x, g = z.real, np.maximum(-z.imag, 1e-14)
    return np.sum(x * np.arctan2(g, x) + 0.5 * g * np.log(x * x + g * g)) / np.pi


def neutral_energy(z, charge):
    """Energy of the unit in the host with its electron number held fixed."""
    def excess(v):
        g = np.maximum(-z.imag, 1e-14)
        return 2 * np.sum(np.arctan2(g, z.real + v)) / np.pi - charge
    v = brentq(excess, -1000.0, 1000.0, xtol=1e-13)
    return 2 * omega(z + v) - v * charge


def resonances(name, gamma):
    h = complex_matrix(name).astype(complex)
    h[:5, :5] -= 1j * gamma * np.eye(5)
    return np.linalg.eigvals(h)


def binding_host(name, n_d, gamma, z=None):
    _, n_a, e_a = ADSORBATES[name]
    z = resonances(name, gamma) if z is None else z
    bare = np.full(5, -1j * gamma)
    return neutral_energy(z, n_d + n_a) - neutral_energy(bare, n_d) - n_a * e_a


def host_optimum(name, gamma):
    m_orb, n_a, _ = ADSORBATES[name]
    z = resonances(name, gamma)
    res = minimize_scalar(lambda n: binding_host(name, n, gamma, z),
                          bounds=(2 * m_orb - n_a, 10 - n_a), method="bounded",
                          options={"xatol": 1e-5})
    return res.x, res.fun


# Coupling strengths do not depend on the bond direction.
for direction in ((0, 0, 1), (1, 2, 3), (1, -1, 0.4)):
    sv = np.linalg.svd(coupling_matrix(3, V_SIG, V_PI, direction))[1]
    assert np.allclose(sv, [abs(V_SIG), V_PI, V_PI], atol=1e-12)
    sv = np.linalg.svd(coupling_matrix(1, V_SIG, V_PI, direction))[1]
    assert np.allclose(sv, [abs(V_SIG)], atol=1e-12)

# Without pi coupling two lone p orbitals are added to the closed set.
lev_no_pi = np.linalg.eigvalsh(complex_matrix("O", v_pi=0.0))
closure_no_pi = 2 * int(np.sum(lev_no_pi < 1e-9))
assert closure_no_pi == 14

# Resonance formula against a host band of discrete levels.
half_band, n_bath = 40.0, 1600
spacing = 2 * half_band / n_bath
bath = -half_band + spacing * (np.arange(n_bath) + 0.5)
test_d, test_a, test_v = 0.1, -1.2, 0.8
h = np.diag(np.concatenate([[test_a, test_d], bath]))
h[1, 2:] = h[2:, 1] = np.sqrt(GAMMA * spacing / np.pi)
h[0, 1] = h[1, 0] = test_v
lev_with = np.linalg.eigvalsh(h)
lev_bare = np.linalg.eigvalsh(h[1:, 1:])
direct = lev_with[lev_with < 0].sum() - lev_bare[lev_bare < 0].sum()
pair = np.linalg.eigvals(np.array([[test_d - 1j * GAMMA, test_v],
                                   [test_v, test_a]]))
formula = omega(pair) - omega(np.array([test_d - 1j * GAMMA]))
# tolerance: finite level spacing (0.05 eV) and finite band width
assert abs(direct - formula) < 0.02

print(f"couplings |V_sigma|, |V_pi|: {abs(V_SIG):.2f}, {V_PI:.2f} eV")
print(f"host half width Gamma: {GAMMA:.2f} eV; charging U: {U_CHARGE:.2f} eV")
print(f"d-level fall per column: {D_DRIFT:.2f} eV")
print(f"coupling fall per column: {100 * V_DROP:.0f} %")
print(f"exchange parameter: {STONER:.2f} eV; sp electrons: {N_SP:.0f}")
kt = constants.k * TEMPERATURE / constants.e
print(f"thermal energy at {TEMPERATURE:.0f} K: {kt:.3f} eV")
print(f"closure without pi coupling (O): {closure_no_pi} electrons")
print(f"host test, band sum / formula: {direct:.4f} / {formula:.4f} eV")
to_kj = constants.e * constants.N_A / 1000

for name, (m_orb, n_a, e_a) in ADSORBATES.items():
    strengths = np.array([abs(V_SIG), V_PI, V_PI][:m_orb])
    root = np.sqrt(e_a ** 2 + 4 * strengths ** 2)
    low, high = (e_a - root) / 2, (e_a + root) / 2
    levels = np.linalg.eigvalsh(complex_matrix(name))
    bonding = int(np.sum(levels < -1e-9))
    nonbonding = int(np.sum(abs(levels) < 1e-9))
    antibonding = int(np.sum(levels > 1e-9))
    assert (bonding, nonbonding, antibonding) == (m_orb, 5 - m_orb, m_orb)
    closure = 2 * (bonding + nonbonding) - n_a
    first = 2 * m_orb - n_a

    # Shape along the row: falling, flat, rising.
    row = np.array([binding(name, n) for n in range(0, 11)])
    flat = 2 * low.sum() - n_a * e_a
    assert np.allclose(row[first:closure + 1], flat, atol=1e-10)
    assert np.all(np.diff(row[:first + 1]) < 0)
    assert abs(row[closure + 1] - flat - high.min()) < 1e-10
    assert np.all(np.diff(row[closure:]) > 0)

    # The charging energy keeps the stretch flat and the rise beyond it.
    charged = [binding_charged(name, n) for n in range(first, closure + 2)]
    assert np.ptp(charged[:-1]) < 1e-8
    rise_charged = charged[-1] - charged[-2]
    assert rise_charged > 0.05

    # Response to a moving d level equals minus the charge gained.
    gained = closure - d_population(name, closure)[0]
    step = 1e-4
    slope = (binding(name, closure, step, step)
             - binding(name, closure, -step, -step)) / (2 * step)
    assert abs(slope + gained) < 1e-6

    # Window of lam in which ten electrons is the unique optimum.
    def best_column(lam):
        return 1 + int(np.argmin([binding(name, n, -lam) for n in range(1, 11)]))
    assert best_column(0.1) == closure
    if e_a < 0:
        lam_max = strengths.min() ** 2 / abs(e_a)
        assert best_column(0.95 * lam_max) == closure
        assert best_column(1.05 * lam_max) > closure
        window = f"0 to {lam_max:.2f} eV"
    else:
        assert best_column(5.0) == closure
        window = "any positive value"

    # Host broadening: narrow limit, then the example's width.
    for n in (first + 1, closure - 1 if name != "H" else 5):
        assert abs(binding_host(name, n, 1e-4) - row[n]) < 5e-3
    matched = 10 * (1 - n_a / (2 * m_orb))
    assert abs(host_optimum(name, 1e-3)[0] - matched) < 0.05
    best_n, best_e = host_optimum(name, GAMMA)
    host_row = [binding_host(name, n, GAMMA) for n in range(1, 10)]
    host_loss = host_row[closure - 1] - best_e

    weaker = binding(name, closure, scale=1 - V_DROP) - flat
    spin = STONER * min(closure, 10 - closure) ** 2 / 4
    print(f"{name}: e_a {e_a:.2f} eV, n_a {n_a}, "
          f"orbitals b/nb/ab {bonding}/{nonbonding}/{antibonding}, "
          f"ten-count column {closure}")
    print("  bonding", np.round(low, 3), "antibonding", np.round(high, 3), "eV")
    print(f"  flat from N={first}; E_b {flat:.3f} eV = {flat * to_kj:.0f} kJ/mol")
    print(f"  rise past ten {high.min():.3f} eV, with U {rise_charged:.3f} eV")
    print(f"  charge gained {gained:.3f} e; lam window {window}")
    print("  E_b N=1..9, isolated (eV):", " ".join(f"{x:.2f}" for x in row[1:10]))
    print("  E_b N=1..9, in host (eV):", " ".join(f"{x:.2f}" for x in host_row))
    print(f"  host optimum N {best_n:.2f} (narrow limit {matched:.2f}); "
          f"loss at ten {host_loss:.3f} eV")
    print(f"  as group number: optimum {best_n + N_SP:.2f}, "
          f"closure {closure + N_SP:.0f}")
    print(f"  per column: d drift {D_DRIFT * gained:+.3f}, "
          f"coupling {weaker:+.3f} eV; spin bound {spin:.2f} eV")

print("PASS")
```

Printed output:

```
couplings |V_sigma|, |V_pi|: 1.50, 0.80 eV
host half width Gamma: 0.20 eV; charging U: 1.00 eV
d-level fall per column: 0.50 eV
coupling fall per column: 5 %
exchange parameter: 0.60 eV; sp electrons: 1
thermal energy at 500 K: 0.043 eV
closure without pi coupling (O): 14 electrons
host test, band sum / formula: -1.4896 / -1.4861 eV
O: e_a -1.50 eV, n_a 4, orbitals b/nb/ab 3/2/3, ten-count column 6
  bonding [-2.427 -1.847 -1.847] antibonding [0.927 0.347 0.347] eV
  flat from N=2; E_b -6.240 eV = -602 kJ/mol
  rise past ten 0.347 eV, with U 0.443 eV
  charge gained 0.815 e; lam window 0 to 0.43 eV
  E_b N=1..9, isolated (eV): -4.39 -6.24 -6.24 -6.24 -6.24 -6.24 -5.89 -5.55 -5.20
  E_b N=1..9, in host (eV): -3.24 -4.61 -5.32 -5.41 -5.39 -5.32 -5.18 -5.04 -4.97
  host optimum N 4.30 (narrow limit 3.33); loss at ten 0.093 eV
  as group number: optimum 5.30, closure 7
  per column: d drift +0.408, coupling +0.249 eV; spin bound 2.40 eV
N: e_a -0.50 eV, n_a 3, orbitals b/nb/ab 3/2/3, ten-count column 7
  bonding [-1.771 -1.088 -1.088] antibonding [1.271 0.588 0.588] eV
  flat from N=3; E_b -6.394 eV = -617 kJ/mol
  rise past ten 0.588 eV, with U 0.752 eV
  charge gained 0.761 e; lam window 0 to 1.28 eV
  E_b N=1..9, isolated (eV): -4.22 -5.31 -6.39 -6.39 -6.39 -6.39 -6.39 -5.81 -5.22
  E_b N=1..9, in host (eV): -3.46 -4.12 -4.90 -5.31 -5.40 -5.39 -5.26 -5.02 -4.85
  host optimum N 5.40 (narrow limit 5.00); loss at ten 0.143 eV
  as group number: optimum 6.40, closure 8
  per column: d drift +0.380, coupling +0.300 eV; spin bound 1.35 eV
C: e_a 0.50 eV, n_a 2, orbitals b/nb/ab 3/2/3, ten-count column 8
  bonding [-1.271 -0.588 -0.588] antibonding [1.771 1.088 1.088] eV
  flat from N=4; E_b -5.894 eV = -569 kJ/mol
  rise past ten 1.088 eV, with U 1.268 eV
  charge gained 0.239 e; lam window any positive value
  E_b N=1..9, isolated (eV): -4.13 -4.72 -5.31 -5.89 -5.89 -5.89 -5.89 -5.89 -4.81
  E_b N=1..9, in host (eV): -3.67 -3.94 -4.31 -4.66 -4.86 -4.93 -4.91 -4.60 -4.03
  host optimum N 6.37 (narrow limit 6.67); loss at ten 0.337 eV
  as group number: optimum 7.37, closure 9
  per column: d drift +0.120, coupling +0.300 eV; spin bound 0.60 eV
H: e_a -0.50 eV, n_a 1, orbitals b/nb/ab 1/4/1, ten-count column 9
  bonding [-1.771] antibonding [1.271] eV
  flat from N=1; E_b -3.041 eV = -293 kJ/mol
  rise past ten 1.271 eV, with U 1.406 eV
  charge gained 0.164 e; lam window 0 to 4.50 eV
  E_b N=1..9, isolated (eV): -3.04 -3.04 -3.04 -3.04 -3.04 -3.04 -3.04 -3.04 -3.04
  E_b N=1..9, in host (eV): -1.89 -2.50 -2.61 -2.64 -2.65 -2.65 -2.62 -2.53 -2.14
  host optimum N 5.14 (narrow limit 5.00); loss at ten 0.515 eV
  as group number: optimum 6.14, closure 10
  per column: d drift +0.082, coupling +0.148 eV; spin bound 0.15 eV
PASS
```
